# Chirality and Helicity of a Massive Dirac Particle: test program

```python
"""
Result under test: a free Dirac particle of positive energy E, speed v and
helicity lam = +1 or -1 has left-chiral probability P_L = (1 - lam*v/c)/2.
Helicity is conserved in free motion but depends on the frame; the chirality
matrix g5 commutes with proper Lorentz transformations but not with H.

Symbols: m = rest energy (MeV), p = momentum times c (MeV), c = 1,
H = alpha.p + beta*m, helicity h = Sigma.p/|p|, left projector (1 - g5)/2,
w = observer speed, S = boost matrix acting on spinors.
"""
import numpy as np
from scipy.linalg import expm
from scipy import constants as const

# Dirac matrices in the standard representation
I2 = np.eye(2)
I4 = np.eye(4)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
beta = np.kron(pauli[2], I2)
alpha = [np.kron(pauli[0], s) for s in pauli]
Sigma = [np.kron(I2, s) for s in pauli]
gamma = [beta] + [beta @ a for a in alpha]
g5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
left = (I4 - g5) / 2


def dot(matrices, vector):
    return sum(x * M for x, M in zip(vector, matrices))


def hamiltonian(p, m):
    return dot(alpha, p) + m * beta


def helicity(p):
    return dot(Sigma, p) / np.linalg.norm(p)


def mean(M, u):
    return (np.vdot(u, M @ u) / np.vdot(u, u)).real


def eigenspinor(p, m, lam):
    """Positive-energy spinor of helicity lam, by diagonalization."""
    H = hamiltonian(p, m)
    split = 0.3 * np.linalg.eigvalsh(H)[-1]
    vectors = np.linalg.eigh(H + split * helicity(p))[1]
    return vectors[:, 3] if lam == 1 else vectors[:, 2]


def group_speed(p, m):
    """dE/dp from numerically diagonalized energies."""
    size = np.linalg.norm(p)
    n, d = p / size, 1e-4 * size
    top = [np.linalg.eigvalsh(hamiltonian((size + s * d) * n, m))[-1]
           for s in (1, -1)]
    return (top[0] - top[1]) / (2 * d)


def boost(p, m, w, n):
    """Momentum, energy and spinor matrix for an observer of velocity w*n."""
    E = np.sqrt(p @ p + m * m)
    g = 1 / np.sqrt(1 - w * w)
    along = p @ n
    p_new = p + ((g - 1) * along - g * w * E) * n
    E_new = g * (E - w * along)
    return p_new, E_new, expm(-0.5 * np.arctanh(w) * dot(alpha, n))


m = const.value('electron mass energy equivalent in MeV')
hbar = const.hbar / (const.e * 1e6)  # MeV s

# Left probability for oblique momenta and both helicities
direction = np.array([0.36, 0.48, 0.80])
for size in (0.05, 0.5, 3.0):
    p = size * direction
    v = group_speed(p, m)
    for lam in (1, -1):
        u = eigenspinor(p, m, lam)
        assert abs(mean(helicity(p), u) - lam) < 1e-12
        assert abs(mean(left, u) - (1 - lam * v) / 2) < 1e-7

# Operator relations, including the positive-energy part of chirality
p = 0.7 * direction
H = hamiltonian(p, m)
energy = np.linalg.eigvalsh(H)[-1]
vectors = np.linalg.eigh(H)[1][:, 2:]
positive = vectors @ vectors.conj().T
assert np.allclose(dot(alpha, p), g5 @ dot(Sigma, p))
assert np.allclose(H @ helicity(p), helicity(p) @ H)
assert np.allclose(g5 @ helicity(p), helicity(p) @ g5)
assert np.allclose(H @ g5 + g5 @ H, 2 * dot(Sigma, p))
assert np.allclose(H @ g5 - g5 @ H, 2 * m * beta @ g5)
assert np.allclose(positive @ g5 @ positive,
                   dot(Sigma, p) @ positive / energy)

# g5 commutes with a general rotation combined with a boost
rng = np.random.default_rng(4)
generator = np.zeros((4, 4), complex)
for i in range(4):
    for j in range(i):
        generator += rng.normal() * (gamma[i] @ gamma[j]
                                     - gamma[j] @ gamma[i]) / 4
general = expm(generator)
assert np.allclose(general @ g5, g5 @ general)
assert not np.allclose(general, I4)

# Massless limit: chirality equals helicity; a sideways boost keeps both
x_axis, z_axis = np.array([1., 0, 0]), np.array([0, 0, 1.])
u0 = eigenspinor(z_axis, 0.0, 1)
assert mean(left, u0) < 1e-12
p0, E0, S0 = boost(z_axis, 0.0, 0.9, x_axis)
assert abs(mean(helicity(p0), S0 @ u0) - 1) < 1e-12
# Negative-energy solution of the same helicity has opposite chirality
u_neg = np.linalg.eigh(hamiltonian(z_axis, 0.0)
                       + 0.3 * helicity(z_axis))[1][:, 1]
assert abs(mean(helicity(z_axis), u_neg) - 1) < 1e-12
assert abs(mean(g5, u_neg) + 1) < 1e-12
# Slow limit
assert abs(mean(left, eigenspinor(1e-6 * z_axis, m, 1)) - 0.5) < 2e-6

print(f"electron rest energy = {m:.6f} MeV")
print("positive-helicity electron, P_L = left-chiral probability")
print("kinetic/MeV   v/c         P_L          (mc^2/2E)^2")
for kinetic in (0.01, 0.1, 1.0, 10.0, 100.0):
    E = kinetic + m
    pz = np.sqrt(E * E - m * m)
    u = eigenspinor(pz * z_axis, m, 1)
    PL = mean(left, u)
    exact = m * m / (2 * E * (E + pz))  # (1 - v/c)/2 without cancellation
    assert abs(PL / exact - 1) < 1e-8
    estimate = (m / (2 * E))**2
    if kinetic >= 10:
        assert abs(estimate / PL - 1) < 0.01
    print(f"{kinetic:8.2f}   {pz / E:.8f}   {PL:.5e}   {estimate:.5e}")

# The 1 MeV electron in detail
kinetic = 1.0
E = kinetic + m
p = np.sqrt(E * E - m * m) * z_axis
v = p[2] / E
u = eigenspinor(p, m, 1)
print(f"detailed case: kinetic energy = {kinetic:.1f} MeV")
print(f"total energy E = {E:.6f} MeV")
print(f"momentum times c = {p[2]:.6f} MeV")
print(f"speed v/c = {v:.6f}")
print(f"left probability = {mean(left, u):.6f}")
print(f"right probability = {1 - mean(left, u):.6f}")

# Observer moving along the momentum: slower, then faster than the electron
for w in (0.5, 0.98):
    p1, E1, S = boost(p, m, w, z_axis)
    u1 = S @ u
    assert np.allclose(hamiltonian(p1, m) @ u1, E1 * u1)
    v1 = (v - w) / (1 - v * w)
    assert abs(mean(helicity(p1), u1) - np.sign(v - w)) < 1e-10
    assert abs(mean(left, u1) - (1 - v1) / 2) < 1e-10
    print(f"observer along p at w/c = {w:.2f}:")
    print(f"  signed electron velocity v'/c = {p1[2] / E1:.6f}")
    print(f"  mean helicity = {mean(helicity(p1), u1):.6f}")
    print(f"  left probability = {mean(left, u1):.6f}")

# Observer moving at right angles to the momentum
w = 0.98
p2, E2, S = boost(p, m, w, x_axis)
u2 = S @ u
v2 = np.linalg.norm(p2) / E2
h2 = mean(helicity(p2), u2)
assert np.allclose(hamiltonian(p2, m) @ u2, E2 * u2)
assert abs(mean(g5, u2) - v) < 1e-10
assert abs(h2 - v / v2) < 1e-10
print(f"observer sideways at w/c = {w:.2f}:")
print(f"  electron speed v'/c = {v2:.6f}")
print(f"  mean helicity = {h2:.6f}")
print(f"  negative-helicity probability = {(1 - h2) / 2:.6f}")
print(f"  left probability = {mean(left, u2):.6f}")

# Pure right-chiral spinor with the same momentum and helicity +1
H = hamiltonian(p, m)
right_spinor = (I4 - left) @ u
right_spinor /= np.linalg.norm(right_spinor)
vectors = np.linalg.eigh(H)[1][:, 2:]
weight = np.linalg.norm(vectors.conj().T @ right_spinor)**2
assert abs(weight - (1 + v) / 2) < 1e-10
period = np.pi * hbar / E
for fraction in (0.1, 0.27, 0.5, 0.8, 1.0):
    t = fraction * period
    evolved = expm(-1j * H * t / hbar) @ right_spinor
    predicted = (m / E)**2 * np.sin(E * t / hbar)**2
    assert abs(mean(left, evolved) - predicted) < 1e-10
    assert abs(mean(helicity(p), evolved) - 1) < 1e-10
half = expm(-1j * H * period / (2 * hbar)) @ right_spinor
print("pure right-chiral spinor, same momentum, helicity +1:")
print(f"  positive-energy weight = {weight:.6f}")
print(f"  negative-energy weight = {1 - weight:.6f}")
print(f"  largest left probability = {mean(left, half):.6f}")
print(f"  oscillation period = {period:.4e} s")
print(f"  helicity at half period = {mean(helicity(p), half):.6f}")

print("tests ok")
```

Running it gives:

```
electron rest energy = 0.510999 MeV
positive-helicity electron, P_L = left-chiral probability
kinetic/MeV   v/c         P_L          (mc^2/2E)^2
    0.01   0.19498561   4.02507e-01   2.40495e-01
    0.10   0.54822086   2.25890e-01   1.74863e-01
    1.00   0.94107923   2.94604e-02   2.85925e-02
   10.00   0.99881756   5.91220e-04   5.90870e-04
  100.00   0.99998708   6.46183e-06   6.46179e-06
detailed case: kinetic energy = 1.0 MeV
total energy E = 1.510999 MeV
momentum times c = 1.421970 MeV
speed v/c = 0.941079
left probability = 0.029460
right probability = 0.970540
observer along p at w/c = 0.50:
  signed electron velocity v'/c = 0.833073
  mean helicity = 1.000000
  left probability = 0.083463
observer along p at w/c = 0.98:
  signed electron velocity v'/c = -0.500638
  mean helicity = -1.000000
  left probability = 0.750319
observer sideways at w/c = 0.98:
  electron speed v'/c = 0.997733
  mean helicity = 0.943218
  negative-helicity probability = 0.028391
  left probability = 0.029460
pure right-chiral spinor, same momentum, helicity +1:
  positive-energy weight = 0.970540
  negative-energy weight = 0.029460
  largest left probability = 0.114370
  oscillation period = 1.3685e-21 s
  helicity at half period = 1.000000
tests ok
```
